# How a Ground Plane under Thin Buried Oxide Reduces DIBL

## The open side of a fully depleted film

In a fully depleted transistor the gate lies one to a few nanometres above the silicon film, so field lines from the drain that enter the gate oxide end on the gate almost at once. Below the film there may be a hundred nanometres or more of buried oxide (BOX). Field lines leaving the underside of the drain can then arch through this oxide and enter the channel from below, where they lower the source barrier. This adds to drain-induced barrier lowering (DIBL).

A conducting ground plane close under the film gives those lines another place to end. How much this helps depends on the oxide thickness compared with the distance to the drain. DIBL does not grow indefinitely with BOX thickness, so thinning a very thick oxide brings little at first.

The model is an undoped film of thickness $t_s$ and permittivity $\varepsilon_s$, with gate oxide $t_o$ above and BOX $t_b$ below, both of permittivity $\varepsilon_o$. Source and drain are conductors filling the film outside $0<x<L$. The gate plane extends over them, and an equipotential ground plane lies under the whole structure. Below threshold the carrier charge is neglected, so the potential $\phi$ obeys Laplace's equation in each layer. Quantum confinement and velocity effects are left out. Let

$$r=\varepsilon_s/\varepsilon_o,\qquad h=t_o+t_s/r .$$

The length $h$ is the oxide-equivalent distance from the back of the film to the gate. The example has $t_o=1$ nm, $t_s=6$ nm and $r=11.7/3.9=3$, so $h=1+6/3=3$ nm.

## From potential to DIBL

Laplace's equation is linear. Let $S,D,G,B$ be the potentials produced by one volt on source, drain, gate or ground plane with the other electrodes at zero. Then

$$\phi=V_sS+(V_s+V_{DS})D+V_GG+V_BB,\qquad S+D+G+B=1.$$

The sum rule holds because equal voltages on all electrodes give a uniform potential. The potential is zero where the intrinsic level coincides with the source Fermi level, and work-function differences are absorbed into the electrode voltages.

Let the electron quasi-Fermi potential $F$ depend on $x$ alone, with $F=0$ at the source and $F=V_{DS}$ at the drain. With $v_t=k_BT/q$, constant mobility and Boltzmann statistics, the current magnitude is

$$I\propto N(x)e^{-F/v_t}\frac{dF}{dx},\qquad N(x)=\int e^{\phi/v_t}\,dy .$$

Since $I$ is the same at every $x$, dividing by $N$ and integrating along the channel gives

$$I\propto\frac{1-e^{-V_{DS}/v_t}}{R},\qquad R=\int_0^L\frac{dx}{N}.$$

A small change $d\phi$ gives $dN=v_t^{-1}\int e^{\phi/v_t}d\phi\,dy$ and $dR=-\int N^{-2}dN\,dx$. Hence $-d\ln R=\langle d\phi\rangle/v_t$, where

$$\langle f\rangle=\frac1R\int_0^L\frac{dx}{N^2}\int e^{\phi/v_t}f\,dy,\qquad \langle1\rangle=1.$$

One factor $1/N$ normalizes the average over depth, in which the exponential favours the depth where current flows. The other factor $1/N$ favours the top of the barrier, where $N$ is smallest. For $V_{DS}\gg v_t$ the factor $1-e^{-V_{DS}/v_t}$ is constant. Fixed current then requires $\langle D\rangle dV_{DS}+\langle G\rangle dV_G=0$, so

$$\text{DIBL}=-\frac{dV_G}{dV_{DS}}=\frac{\langle D\rangle}{\langle G\rangle}.$$

DIBL is counted positive. The subthreshold swing follows from $d\ln I/dV_G=\langle G\rangle/v_t$ and is $v_t\ln10/\langle G\rangle$.

For $L=25$ nm, $t_b=145$ nm and $V_{DS}=0.5$ V, the averages are $\langle D\rangle=0.1307$ and $\langle G\rangle=0.6106$. Their ratio is 214 mV/V, and the directly computed threshold slope agrees.

## The fringing field in the buried oxide

Consider the BOX alone, with the ground plane at $y=0$ and the film at $y=t_b$. Let $s$ be the distance from the drain edge into the channel. As a first approximation, hold the film at zero for $s>0$ and the drain at $V$ for $s<0$.

The sum $\phi(s,y)+\phi(-s,y)$ has potential $V$ on the whole top and zero on the bottom, so it equals $Vy/t_b$. At the edge this gives $\phi(0,y)=Vy/(2t_b)$. For $s>0$ the solution vanishing on both faces is

$$\phi=\sum_{n=1}^{\infty}b_n\sin\frac{n\pi y}{t_b}\,e^{-n\pi s/t_b},$$

$$b_n=\frac2{t_b}\int_0^{t_b}\frac{Vy}{2t_b}\sin\frac{n\pi y}{t_b}\,dy=\frac{V(-1)^{n+1}}{n\pi}.$$

Differentiation at the top contributes $(n\pi/t_b)\cos n\pi=(n\pi/t_b)(-1)^n$. The alternating signs cancel, leaving one overall minus sign. The upward field into the film, $E=-\partial\phi/\partial y$, is therefore a geometric series:

$$E(s)=\frac V{t_b}\sum_{n=1}^{\infty}e^{-n\pi s/t_b}
=\frac{V/t_b}{e^{\pi s/t_b}-1}
=\frac{V}{\pi s}\,\frac{u}{e^u-1},\qquad u=\frac{\pi s}{t_b}.$$

This result, which agrees with quadrature of the Poisson kernel in a numerical test, has two limits:

- **Thick oxide**, $t_b\gg\pi s$: $E\to V/(\pi s)$. The ground plane is too far away to matter, and the field falls slowly with distance.
- **Thin oxide**, $t_b\ll\pi s$: $E\to(V/t_b)e^{-\pi s/t_b}$. Most field lines end on the ground plane before reaching this part of the channel.

The factor $u/(e^u-1)$ measures the termination. It equals one half at $u=1.256$, or $t_b=\pi s/1.256=2.5s$. At $s=10$ nm, a 25 nm oxide has $u=1.257$ and

$$\frac EV=\frac{1/25}{e^{1.257}-1}=0.0159\ \text{nm}^{-1},$$

half the thick-oxide limit. A 145 nm oxide gives 90% of that limit, a 50 nm oxide 72%, and a 10 nm oxide 14%.

The same formula describes the gate-oxide side. With a thickness of 1 nm and $s=10$ nm, its exponent is $10\pi$, so direct fringing through the gate oxide is negligible there. This relies on the idealized gate, which covers source and drain at a physical distance of 1 nm. At $V_{DS}=1$ V that geometry puts about 1.6 V across the oxide over the drain, more than a real oxide should carry. Real gates end near the junctions and use physically thicker dielectrics and spacers, through which some drain field also reaches the channel from above.

## Response of the film

Far from source and drain, a slowly varying field $E$ enters the back of the film and continues to the gate. Continuity of displacement gives a field $E/r$ in silicon and $E$ in the gate oxide. Adding the two voltage drops gives

$$\phi_{\rm back}=E\,t_s/r+E\,t_o=hE,\qquad \phi_{\rm front}=t_oE.$$

Here the back responds three times as strongly as the front.

Since $\phi_{\rm back}=hE$, linear extrapolation puts zero potential at a height $h$ above the BOX. To leading order the thickness in the strip formula becomes $t_b+h$. One volt on the gate gives $G_{\rm back}=t_b/(t_b+h)$ by capacitive division in a long channel.

The film near the drain also carries part of the drain potential. Let its back-surface profile be $p(a)$ at distance $a$ from the drain, with $p(0)=1$. This profile is a superposition of steps at positions $a$ with weights $-p'(a)$. For distant $s$, the mean displacement of the edge is

$$\delta=\int a[-p'(a)]\,da=\int p(a)\,da,$$

after integration by parts. The two-dimensional solution with an insulated back gives $\delta=6.3$ nm. Replacing $s$ by $s-\delta$, and dividing $hE$ by $G_{\rm back}$, yields

$$\left.\frac DG\right|_{\rm back}\simeq
\frac{h}{t_b+h}\,\frac{t_b+h}{t_b}\,
\frac1{e^{\pi(s-\delta)/(t_b+h)}-1}
=\frac{h/t_b}{e^{\pi(s-\delta)/(t_b+h)}-1}.$$

This law requires a distant drain and an oxide thick enough for the BOX field to dominate. At the middle of a 100 nm channel over 145 nm of BOX,

$$\frac{\pi(50-6.27)}{148}=0.928,\qquad
\frac{3/145}{e^{0.928}-1}=0.0135,$$

or 13.5 mV/V. The two-dimensional solution gives 15.9 mV/V, which is 18% above the law. For 50 nm of BOX the values are 4.9 and 6.5 mV/V. For 10 nm the law gives 0.008 mV/V against a computed 0.24 mV/V, and must not be used. There the field decays along the film more slowly than the strip formula assumes.

## How thin is thin enough?

The full stack supplies a criterion that does not rely on the slow-field approximation. Seek $\phi=f(y)e^{\pm kx}$, so that $f''=-k^2f$, and now measure $y$ from the back of the film. The solutions vanishing on the ground plane and gate are

$$f=\begin{cases}P\sin k(y+t_b)&\text{BOX}\\ A\cos ky+C\sin ky&\text{film}\\ Q\sin k(t_s+t_o-y)&\text{gate oxide.}\end{cases}$$

Write $a=\tan kt_o$, $b=\tan kt_b$ and $c=\tan kt_s$. At the back, continuity of potential gives $A=P\sin kt_b$, and continuity of displacement gives $rC=P\cos kt_b$. Therefore $C=A/(rb)$. At the front, dividing displacement by potential gives

$$r\,\frac{C-Ac}{A+Cc}=-\frac1a .$$

Cross-multiplying and inserting $C$ gives $a/b-rac=-1-c/(rb)$. Multiplication by $b$ then yields

$$a+b+\frac cr=rabc .$$

The smallest positive root $k$ gives the longest scale length $\Lambda=1/k$. For thick BOX, $kt_o$ and $kt_s$ are small. Then $a+c/r\simeq kh$ and the right side is of higher order, so $\tan kt_b\simeq-kh$. The first root satisfies $kt_b\simeq\pi-kh$, or $\Lambda\simeq(t_b+h)/\pi$.

Now suppose no field crosses the back of the film. Then $C=0$, and the front condition gives the scale length $\lambda$ of an insulated-back film:

$$r\tan(t_o/\lambda)\tan(t_s/\lambda)=1 .$$

The same mode fits the full stack when $C\propto\cos(t_b/\lambda)=0$. For the lowest mode this means

$$t_b^*=\frac{\pi\lambda}{2}.$$

In the example $\lambda=5.59$ nm, so $t_b^*=8.8$ nm.

The direction of change on either side follows from the variational form of the mode problem,

$$k^2=\min_f\frac{\int\varepsilon f'^2dy}{\int\varepsilon f^2dy},$$

with $f=0$ on gate and ground plane. A trial function for a thin BOX can be extended by zero into a thicker one, so thickening the BOX lowers the minimum and increases $\Lambda$. Above $t_b^*$ the BOX makes the longest scale length greater than $\lambda$. Below it, the ground plane acts as a second gate and makes $\Lambda$ shorter than $\lambda$. This is a marker on a smooth curve, and DIBL has no sudden threshold there.

The scale length alone is a poor measure of thick-oxide DIBL. From 50 to 145 nm of BOX, $\Lambda$ rises from 17 to 47 nm, a factor of 2.8. In the strip series, however, each term has amplitude $V/t_b$, and about $t_b/(\pi s)$ terms contribute when the oxide is thick. Their sum approaches $V/(\pi s)$. A thicker oxide has slower modes, but each is more weakly excited.

## Size of the effect in short channels

The following DIBL values come from the two-dimensional potential at 300 K, with source potential 0.6 V and ground plane at 0 V. These are electrostatic potentials on the scale defined above, so the voltage applied to a real doped plane differs from them by its work-function offset. DIBL is the gate-voltage shift at fixed subthreshold current between $V_{DS}=0.1$ and 1.0 V, divided by 0.9 V. The carrier density is classical, which lets the current run close to the back surface. Quantum confinement in a 6 nm film keeps carriers away from both interfaces and lowers the values at $L=25$ nm, most for thick BOX, while the trend with thickness remains.

| BOX (nm) | $L=25$ nm (mV/V) | $L=40$ nm (mV/V) |
|---:|---:|---:|
| 145 | 216 | 74 |
| 50 | 197 | 60 |
| 25 | 173 | 46 |
| 10 | 127 | 29 |

At $L=25$ nm, removing 95 nm of oxide between the first two rows lowers DIBL by 19 mV/V. Removing the last 15 nm lowers it by 46 mV/V. This pattern is consistent with the saturation and termination of the strip field, but part of the drop has another cause. A close plane held at 0 V also pushes the current towards the gate, where the drain has less influence. At $L=40$ nm the 10 nm BOX leaves 40% of the thick-BOX DIBL, compared with 59% at $L=25$ nm. These fractions include drain coupling through the film itself, so they do not measure the termination in the oxide alone.

A counterfactual calculation makes the BOX permittivity negligible, which removes the electric displacement through it, and so its influence on the film, while leaving the film and gate in place. At $L=25$ nm DIBL is then 117 mV/V. Relative to this level, the 145 nm BOX adds $216-117=99$ mV/V and the 10 nm BOX adds $127-117=10$ mV/V. By this measure, thinning the oxide over a ground plane at 0 V removes about 90% of the BOX-related excess. This figure includes the shift of the current towards the gate, and a more positive plane voltage makes the reduction smaller. The excess is a difference between two complete solutions. It is not a separate current or an independent set of field lines.

The remaining DIBL is large because the channel is only $25/5.59=4.5$ film scale lengths long. Ending the drain field in the BOX does not remove this coupling through the film. By the equation for $\lambda$, reducing $t_s$ or $t_o$ shortens $\lambda$, since a larger $1/\lambda$ is then needed to keep the product of tangents fixed.

Halving the grid spacing changes the thick-BOX result at $L=25$ nm by 0.12%. For an assumed intrinsic density of $10^{10}$ cm$^{-3}$, the barrier carriers would produce about 0.04 mV across the gate oxide. That supports neglecting them at the barrier, though not close to source and drain, where the density is higher.

## The plane must be close as well as the oxide thin

If the silicon under a thin BOX is depleted, the field continues through it. Let the unperturbed potential at the depletion edge satisfy $\phi_0=0$ and $\phi_0'=0$. If a small drain voltage adds $\phi_1$ and moves the edge by $\eta$, the zero-potential condition at the new edge is

$$\phi_1+\eta\phi_0'=0$$

to first order. Since $\phi_0'=0$, it follows that $\phi_1=0$ at the old edge. For a small signal, the depletion edge therefore acts as a grounded boundary at its original depth.

At $L=25$ nm, the mid-channel ratio of film-averaged $D$ to film-averaged $G$ is 142 mV/V for 10 nm of BOX directly on a ground plane. With 50 nm of carrier-free silicon between BOX and ground it rises to 179 mV/V. With 145 nm of BOX it is 195 mV/V. The depleted layer thus restores $(179-142)/(195-142)$, or about 70%, of the difference. These ratios describe one position and are not the constant-current DIBL in the table. If carriers collect under the BOX, they screen the field and the carrier-free estimate no longer applies.

## The price and the design choice

A close ground plane also couples to the channel. The back-bias ratio $\langle B\rangle/\langle G\rangle$ at $L=25$ nm and $V_{DS}=0.5$ V rises from 19 mV/V for 145 nm of BOX to 212 mV/V for 10 nm. This allows threshold adjustment, but disturbances of the plane potential also reach the channel.

In a long channel, capacitive division gives $B/G=h/t_b$ at the back and $t_o/(t_b+h-t_o)$ at the front. For 10 nm of BOX these are 300 and 83 mV/V. The computed 212 mV/V lies between them.

The swing has two competing contributions. From the sum rule,

$$\langle G\rangle=1-\langle S\rangle-\langle D\rangle-\langle B\rangle .$$

A thinner BOX raises $\langle B\rangle$ but lowers the coupling to source and drain. At $L=25$ nm the second change is slightly larger, and the swing falls from 97.5 to 96.1 mV/decade between 145 and 10 nm of BOX. This fall depends on the current moving towards the gate when the plane is held at 0 V. Along an unchanged current path the swing would rise. Quantum confinement, left out here, restricts this movement in a 6 nm film and can turn the small fall into a small rise, so the fall is a feature of the classical model. At $L=40$ nm there is less source and drain coupling to remove, and the swing rises from 73.4 to 75.1 mV/decade.

For design, compare the BOX thickness first with $2.5s$, where $s$ is the distance from barrier to drain. The strip field approaches its thick-oxide limit slowly, as $1-\pi s/(2t_b)$. It is 72% of the limit at $t_b=5s$ and 90% near $t_b=15s$, so thinning has little effect only while the oxide stays several times thicker than $2.5s$. Then compare it with $\pi\lambda/2$. Near that thickness the BOX no longer lengthens the longest scale length, and thinning further makes the ground plane a second gate. Keep any depletion in the plane thin compared with $rt_b$, since a depleted thickness $t_d$ adds $t_d/r$ of equivalent oxide in a slowly varying field. This estimate requires the field to change little along the channel over a distance $t_d$. Otherwise the depleted layer can raise the drain coupling above what the equivalent oxide suggests. If DIBL is still too large, the film and gate oxide need attention, or the channel must be longer. The numerical output below gives the complete set of values.

## Numbers as computed

```
gate oxide 1.0 nm, film 6.0 nm, T 300 K
relative permittivities: oxide 3.9, silicon 11.7
source 0.60 V, ground plane 0.00 V
DIBL drain biases 0.1 and 1.0 V
thermal voltage 25.852 mV
electrical distance h 3.000 nm
half suppression at u = 1.2564, t_box/s = 2.500
insulated-back scale length 5.588 nm
matching BOX thickness pi*lambda/2 = 8.778 nm
edge field at s=10 nm, per volt on drain:
 BOX 145 nm: 0.028507 1/nm, fraction of thick limit 0.8956
 BOX 50 nm: 0.022871 1/nm, fraction of thick limit 0.7185
 BOX 25 nm: 0.015914 1/nm, fraction of thick limit 0.4999
 BOX 10 nm: 0.004517 1/nm, fraction of thick limit 0.1419
drain footprint delta 6.271 nm
L=100 nm, mid-channel back-surface D/G (mV/V):
 BOX 145 nm: 2D 15.9466, law 13.5224; scale 47.120, (t+h)/pi 47.110 nm
 BOX 50 nm: 2D 6.5449, law 4.8555; scale 16.955, (t+h)/pi 16.870 nm
 BOX 25 nm: 2D 1.8582, law 0.8945; scale 9.272, (t+h)/pi 8.913 nm
 BOX 10 nm: 2D 0.2395, law 0.0077; scale 5.790, (t+h)/pi 4.138 nm
 decay length from 2D field at BOX 10 nm: 5.795 nm
L=25 nm: DIBL; swing and back-bias ratio at VD=0.5 V
 BOX 145 nm: 216.28 mV/V; 97.49 mV/dec; 19.03 mV/V
 BOX 50 nm: 196.93 mV/V; 97.08 mV/dec; 53.65 mV/V
 BOX 25 nm: 172.70 mV/V; 96.68 mV/dec; 102.12 mV/V
 BOX 10 nm: 126.60 mV/V; 96.10 mV/dec; 212.29 mV/V
 DIBL ratio, BOX 10 to 145 nm: 0.5853
L=40 nm: DIBL; swing and back-bias ratio at VD=0.5 V
 BOX 145 nm: 73.58 mV/V; 73.39 mV/dec; 15.97 mV/V
 BOX 50 nm: 59.89 mV/V; 73.19 mV/dec; 43.94 mV/V
 BOX 25 nm: 46.28 mV/V; 73.33 mV/dec; 80.92 mV/V
 BOX 10 nm: 29.49 mV/V; 75.06 mV/dec; 160.34 mV/V
 DIBL ratio, BOX 10 to 145 nm: 0.4008
L=25, BOX 145 nm, VD=0.5 V: <D> 0.13069, <G> 0.61058
 differential DIBL: <D>/<G> 214.048, threshold slope 214.050 mV/V
L=25 nm DIBL without BOX field 116.58 mV/V
L=25 nm, mid-channel film-averaged D/G (mV/V):
 BOX 10 nm on ground plane 141.50
 BOX 10 nm on 50 nm depleted silicon 178.72
 BOX 145 nm on ground plane 195.09
DIBL change on halving the grid 0.122 percent
barrier sheet density 7.914e+08 cm^-2
its voltage across the gate oxide 0.0367 mV
```
